\section*{Electromigration Lifetime: Inverse-Square Void Nucleation and Inverse-Linear Void Growth}

\section{One line, two current laws}

Take a copper line 400 $\mu$m long at 573 K, carrying 2 MA/cm$^2$. If its cathode interface opens at a tension of 50 MPa, the model below gives a lifetime of 17.3 h, which varies locally as $j^{-1.01}$. If the interface holds until 500 MPa, the lifetime is 112 h and varies as $j^{-1.97}$. Metal, diffusivity, temperature and fatal void length (100 nm) are held fixed. Why should the strength of an interface change the power of the current?

\section{Transport and stress}

Let electrons drift toward $+x$, with the cathode end at $x=0$. Let $j>0$ be the magnitude of the current density, $J$ the atomic flux toward $+x$, and $\sigma$ the stress, positive in tension. An atom of volume $\Omega$ has stress-dependent chemical potential $-\Omega\sigma$, so the stress exerts a force $+\Omega\,\partial_x\sigma$: atoms move toward tension. The electron wind adds a force $eZ^*\rho j$, with $Z^*>0$ the magnitude of the effective charge number and $\rho$ the resistivity. Multiplying the total force by the mobility $D/kT$ and the concentration $C\simeq1/\Omega$ gives
\begin{equation}
J=\frac{D}{kT}\left(\partial_x\sigma+G\right),\qquad G=\frac{eZ^*\rho j}{\Omega}.
\label{flux}
\end{equation}

Atoms are conserved, $\partial_tC=-\partial_xJ$. In a confined line, losing atoms produces tension, $dC/C=-d\sigma/B$, where $B$ is an effective modulus of metal and surroundings. Hence $\partial_t\sigma=B\Omega\,\partial_xJ$, or
\begin{equation}
\partial_t\sigma=\partial_x\left[\kappa(\partial_x\sigma+G)\right],\qquad \kappa=\frac{DB\Omega}{kT}.
\label{stress}
\end{equation}
Unless stated otherwise, $D,B,\rho,Z^*$ and $T$ are constant and the line starts unstressed.

\section{Simplest case: the void is already there}

Let a void span the cross-section at the cathode, with zero stress at its surface. Its length $\ell$ grows by the volume of the departing atoms:
\begin{equation}
\frac{d\ell}{dt}=\Omega J(0,t)=\frac{\kappa}{B}\left(\partial_x\sigma+G\right)_{x=0}.
\label{void}
\end{equation}
In a long line $\sigma=0$ satisfies the equation, the initial condition and the void condition. No stress gradient opposes the wind, so
\begin{equation}
\ell=v_dt,\quad v_d=\frac{\kappa G}{B},\qquad t_g=\frac{\ell_c}{v_d}=\frac{B\ell_c}{\kappa G}\propto j^{-1}.
\end{equation}
This is drift-limited growth: a fixed number of atoms must leave, at a rate proportional to current.

For the example, $\rho=4\,\mu\Omega$ cm, $Z^*=1$ and $\Omega=0.0118$ nm$^3$ give $G=10.86$ MPa/$\mu$m. With $B=28$ GPa and $D=10^{-12}$ cm$^2$/s, $\kappa=0.004176\ \mu$m$^2$/s. Thus $v_d=0.004176\times10.86/28000\ \mu$m/s $=5.83$ nm/h, and $t_g=100/5.83=17.1$ h.

\textbf{Limit: a finite line.} If the anode at $x=L$ blocks atoms, they pile up there. Integrating Eq.~(\ref{stress}) over the line and using Eq.~(\ref{void}) gives
\begin{equation}
\frac{d}{dt}\int_0^L\sigma\,dx=-\kappa(\partial_x\sigma+G)_{x=0}=-B\frac{d\ell}{dt}.
\end{equation}
Growth stops when $J=0$ everywhere, which with $\sigma(0)=0$ means $\sigma=-Gx$. Therefore
\begin{equation}
\ell_{\rm sat}=-\frac1B\int_0^L(-Gx)\,dx=\frac{GL^2}{2B}.
\end{equation}
The $j^{-1}$ law needs $\ell_c\ll\ell_{\rm sat}$. Apart from a factor of two, this says $\kappa t_g=B\ell_c/G\ll L^2$: failure comes before the anode is felt. A line of 11.5 $\mu$m saturates at 25.7 nm and never reaches the fatal length in this model.

\section{No void yet: stress must build}

Now let the intact cathode block atoms. Then $J(0,t)=0$ fixes the gradient, $\partial_x\sigma(0,t)=-G$. For constant $\kappa$, the gradient $g=\partial_x\sigma$ itself obeys $\partial_tg=\kappa\partial_x^2g$, with $g(x,0)=0$ and $g(0,t)=-G$. Try $g=-Gf(\eta)$ with $\eta=x/(2\sqrt{\kappa t})$. Since $\partial_tf=-\eta f'/(2t)$ and $\kappa\partial_x^2f=f''/(4t)$, we need $f''=-2\eta f'$, so $f'\propto e^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ select $f=\operatorname{erfc}\eta$.

Stress vanishes far away, so integrating inward and then by parts gives
\begin{align}
\sigma(x,t)&=G\int_x^\infty\operatorname{erfc}\frac{u}{2\sqrt{\kappa t}}\,du\nonumber\\
&=G\left[2\sqrt{\frac{\kappa t}{\pi}}\,e^{-x^2/4\kappa t}-x\operatorname{erfc}\frac{x}{2\sqrt{\kappa t}}\right].
\label{profile}
\end{align}
At the cathode $\sigma(0,t)=2G\sqrt{\kappa t/\pi}$. If a void nucleates when this reaches $\sigma_c$,
\begin{equation}
t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}\propto j^{-2}.
\label{tn}
\end{equation}
The depleted zone has width of order $\sqrt{\kappa t}$ and slope $G$, so its peak is of order $G\sqrt{\kappa t}$. Doubling the current halves the width needed to reach $\sigma_c$, and diffusion covers half the distance in a quarter of the time. For $\sigma_c=500$ MPa, $\sigma_c/G=46.0\ \mu$m and $t_n=\pi(46.0)^2/(4\times0.004176)$ s, or 111 h.

\textbf{Generalization: stress-dependent diffusion.} Let $\kappa=\kappa(\sigma)$ and set $X=Gx$, $\Theta=G^2t$. Then $\partial_x=G\partial_X$ and $\partial_t=G^2\partial_\Theta$; a common factor $G^2$ cancels from Eq.~(\ref{stress}):
\begin{equation}
\partial_\Theta\sigma=\partial_X\left[\kappa(\sigma)(\partial_X\sigma+1)\right],\qquad (\partial_X\sigma+1)_{X=0}=0.
\end{equation}
Current has disappeared. The critical stress is reached at a fixed $\Theta_c$, and $t_n=\Theta_c/G^2$. The exponent 2 thus survives, while the prefactor changes. Numerical integration with $D$ multiplied by $e^{\Omega\sigma/kT}$ and $\sigma_c=500$ MPa gave 0.89 of the constant-$D$ time at 2 MA/cm$^2$, and an exponent of 2.00 between 2 and 4 MA/cm$^2$. With this factor ($\Omega\sigma_c/kT=0.75$) the total life of the strong interface falls from 112 h to about 100 h, while its exponent stays 1.97.

\textbf{Limit: a finite line.} With both ends blocked, $\int_0^L\sigma\,dx=0$ and the final slope is $-G$, so $\sigma\to G(L/2-x)$. The cathode cannot exceed $GL/2$, and nucleation requires
\begin{equation}
jL>\frac{2\Omega\sigma_c}{eZ^*\rho}.
\end{equation}
The approach to this ceiling is governed by the slowest mode, $\cos(\pi x/L)$. Its initial amplitude relative to the final state is $-(2/L)\int_0^LG(L/2-x)\cos(\pi x/L)\,dx=-4GL/\pi^2$, and its decay rate is $\pi^2\kappa/L^2$. Keeping this mode alone,
\begin{equation}
t_n\simeq\frac{L^2}{\pi^2\kappa}\ln\frac{4GL/\pi^2}{GL/2-\sigma_c}.
\end{equation}
Differentiating the logarithm gives the local exponent
\begin{equation}
-\frac{d\ln t_n}{d\ln j}\simeq\frac{\sigma_c/(GL/2-\sigma_c)}{\ln\left[(4GL/\pi^2)/(GL/2-\sigma_c)\right]},
\end{equation}
which diverges at threshold. For $L=11.5\ \mu$m and $\sigma_c=50$ MPa the ceiling is 62.5 MPa, and the estimate is $4/\ln4.05=2.86$. The full numerical solution, differenced between currents 3\% below and 3\% above, gives 2.87. The square law therefore belongs to lines whose ceiling stands clear of $\sigma_c$: at $GL/2=2\sigma_c$ the exponent is already down to 2.02. The 400 $\mu$m line has a ceiling of 2170 MPa.

\section{Nucleation followed by growth}

At $t_n$ suppose that a spanning void forms and its surface stress drops at once to zero. The metal still holds the tensile profile $\sigma_0(x)=\sigma(x,t_n)$. Let $\tau$ be the time since nucleation. With $K(x)=e^{-x^2/4\kappa\tau}/\sqrt{4\pi\kappa\tau}$, a negative image enforces zero stress at the void:
\begin{equation}
\sigma(x,\tau)=\int_0^\infty\sigma_0(x')\left[K(x-x')-K(x+x')\right]dx'.
\end{equation}
Differentiating at $x=0$ and using that $K'$ is odd gives $-2\int_0^\infty\sigma_0K'dx'$. Integrate by parts with $\sigma_0'=-G\operatorname{erfc}(x/2\sqrt{\kappa t_n})$:
\begin{equation}
\partial_x\sigma|_0=\frac{\sigma_c}{\sqrt{\pi\kappa\tau}}-2G\int_0^\infty K(x)\operatorname{erfc}\frac{x}{2\sqrt{\kappa t_n}}\,dx.
\end{equation}
Define $r=\sqrt{t_n/\tau}$. Since $\sigma_c=2G\sqrt{\kappa t_n/\pi}$, the first term is $2Gr/\pi$. In the second put $x=2u\sqrt{\kappa\tau}$ and $s=1/r$; it becomes $-GP(s)$, where
\begin{equation}
P(s)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2}\operatorname{erfc}(su)\,du.
\end{equation}
Here $P(0)=1$ and $P'(s)=-(4/\pi)\int_0^\infty ue^{-(1+s^2)u^2}du=-(2/\pi)/(1+s^2)$. So $P=1-(2/\pi)\arctan s=(2/\pi)\arctan r$, and Eq.~(\ref{void}) becomes
\begin{equation}
\frac{d\ell}{d\tau}=v_d\left[1+\frac2\pi(r-\arctan r)\right].
\label{rate}
\end{equation}
The added term is the release of stored tension.

Let $y=\tau/t_n$, so $r=y^{-1/2}$. To integrate, we need $\int_0^yu^{-1/2}du=2\sqrt y$ and, by parts,
\begin{align}
\int_0^y\arctan u^{-1/2}\,du
&=y\arctan\frac1{\sqrt y}+\frac12\int_0^y\frac{\sqrt u}{1+u}\,du\nonumber\\
&=y\arctan\frac1{\sqrt y}+\sqrt y-\arctan\sqrt y.
\end{align}
Failure at $\ell=\ell_c$ therefore satisfies
\begin{align}
\lambda&\equiv\frac{\ell_c}{v_dt_n}=\frac{4BG\ell_c}{\pi\sigma_c^2}\nonumber\\
&=y+\frac2\pi\left[\sqrt y-y\arctan\frac1{\sqrt y}+\arctan\sqrt y\right],
\label{lambda}\\
t_f&=t_nF(\lambda),\qquad F=1+y.
\end{align}
The diffusivity cancels from $\lambda$, which is proportional to $j$.

\textbf{Small $\lambda$.} For small $y$, $\arctan\sqrt y\simeq\sqrt y$ and $\arctan(1/\sqrt y)\simeq\pi/2$. The terms linear in $y$ cancel, leaving $\lambda\simeq4\sqrt y/\pi$ and
\begin{equation}
F\simeq1+(\pi\lambda/4)^2,\qquad t_f\to t_n\propto j^{-2}.
\end{equation}

\textbf{Large $\lambda$.} Now $\arctan(1/\sqrt y)\simeq y^{-1/2}-y^{-3/2}/3$ and $\arctan\sqrt y\simeq\pi/2-y^{-1/2}$. The bracket in Eq.~(\ref{lambda}) is $\pi/2-2/(3\sqrt y)$, so $\lambda\simeq y+1-4/(3\pi\sqrt y)$ and
\begin{equation}
F\simeq\lambda+\frac4{3\pi\sqrt\lambda},\qquad t_f\to\lambda t_n=\frac{\ell_c}{v_d}\propto j^{-1}.
\end{equation}
The incubation time has dropped out of the leading result. During incubation, drift carries atoms away down the line, leaving a deficit $B^{-1}\int\sigma_0dx=v_dt_n$ stored as tension. The void later collects that deficit. The simple sum $t_n+\ell_c/v_d$ counts this transport twice.

Since $t_n\propto j^{-2}$ and $\lambda\propto j$, the local exponent is
\begin{equation}
n=-\frac{d\ln t_f}{d\ln j}=2-\frac{d\ln F}{d\ln\lambda}
=2-\frac{\lambda}{(1+y)\left[1+\frac2\pi(r-\arctan r)\right]}.
\end{equation}
It is 1.99 at $\lambda=0.1$, 1.48 at $\lambda=1$ and 1.02 at $\lambda=10$. Nucleation controls the low-current side, provided the line is still long there; growth controls the high-current side.

\section{Reading the two lifetimes}

For the weak interface, $\lambda=4(28000)(10.86)(0.1)/[\pi(50)^2]=15.5$. Nucleation takes 1.11 h and total life is 17.3 h, close to the 17.1 h of an existing void; the simple sum gives 18.3 h. For the strong interface $\lambda$ is a hundred times smaller, 0.155. After 110.7 h of incubation, the fatal void opens in 1.6 h, with about 91 nm supplied by released tension and the rest by drift, so life is 112.3 h; the simple sum, 127.8 h, is 14\% above this. Strength changes the exponent because it changes which process uses up the time.

The condition $\lambda=1$ falls at 0.13 MA/cm$^2$ for the weak interface and 12.9 MA/cm$^2$ for the strong one. These are isothermal model values, and the second is strained by heating, as shown below.

A separate finite-volume solution of Eq.~(\ref{stress}) for the 400 $\mu$m line, with blocked anode, tested these results. Between 1 and 4 MA/cm$^2$ it gave exponents of 2.00 for nucleation at 500 MPa and 1.00 for an existing void. For both strengths at 1, 2 and 4 MA/cm$^2$, nucleation times agreed with Eq.~(\ref{tn}) within 0.5\%, and subsequent growth times with Eq.~(\ref{lambda}) within 1\%, relative to the formulas. Void-boundary motion was neglected on both sides; relative to the diffusion length $\sqrt{\kappa\tau}$ reached during growth, $\ell_c$ is about 0.6\% for the weak interface and 2\% for the strong one at 2 MA/cm$^2$. Letting the void surface move shortens the growth stage of the strong interface by about 2\% and leaves that of the weak one practically unchanged.

\section{When growth is not pure drift}

Give the metal around an existing void an initial uniform tension $\sigma_T$. Its relaxation, $\sigma_T\operatorname{erf}(x/2\sqrt{\kappa\tau})$, has surface gradient $\sigma_T/\sqrt{\pi\kappa\tau}$. Integrating Eq.~(\ref{void}) gives
\begin{equation}
\ell=v_d\tau+\frac{2\sigma_T}{B}\sqrt{\frac{\kappa\tau}{\pi}},\qquad
n=\frac{v_d\tau}{v_d\tau+(\sigma_T/B)\sqrt{\kappa\tau/\pi}}.
\label{offset}
\end{equation}
The second result follows by differentiating the first at fixed $\ell=\ell_c$. The added growth does not depend on current, so tension lowers $n$ below 1. Capillarity can act the other way. If the metal wets the walls, its surface at the void is concave and is held at a tension $\sigma_v$, equivalent to $\sigma_T=-\sigma_v$; if it wets them poorly, the surface is convex and the sign reverses. As an illustration, full wetting of the two side walls alone gives $\sigma_v=2\gamma/w=30$ MPa for surface energy 1.5 J/m$^2$ and width $w=100$ nm. This lengthens growth from 17.1 to 20.8 h and raises $n$ to 1.10. Here $\ell$ is the change in length: the void first shrinks by about 1 nm, so the estimate applies only to a void that starts longer than that.

Joule heating also steepens the law. A layer 0.5 $\mu$m thick with conductivity 0.3 W/(m K), below a line 0.2 $\mu$m high, warms the line by $\Delta T=5.3$ K if heat does not spread sideways. For an isolated line 100 nm wide this is a high estimate: spreading within the layer lowers it to about 1.1 K. Since $v_d\propto e^{-E_a/kT}/T$ and $\Delta T\propto j^2$, the added exponent is, to leading order, $(2\Delta T/T)(E_a/kT-1)$. For $E_a=0.9$ eV this is 0.32 without spreading and about 0.07 with it. At 12.9 MA/cm$^2$ the same two estimates give over 200 K and about 45 K, so in either case that crossover cannot be read as an isothermal prediction. Both estimates let heat leave through the layer below only; the same dielectric around the sides and top of the line lowers the rise further, to roughly 0.5 K at 2 MA/cm$^2$ and 20 K at 12.9 MA/cm$^2$, which is still far from isothermal.

\section{Beside real interconnects}

The parameters are rough values for narrow copper lines in accelerated tests, not a fit to one process. With $Z^*=1$ the nucleation threshold is $jL\approx1.8\times10^3$ A/cm for 50 MPa and $1.8\times10^4$ A/cm for 500 MPa; threshold products reported for copper are usually a few thousand A/cm, so the strong interface is an illustrative extreme. Diffusivity and critical stress vary strongly with interface quality, and many circuit segments are much shorter than 400 $\mu$m. Fatal void size depends on geometry and on whether a liner still carries current. The assumption of zero initial stress matters greatly when test results are carried to use. At 378 K, with $j$, $\rho$ and $Z^*$ held fixed, pure drift takes 15.6 years to grow the void. Suppose the line is unstressed at 573 K and, on cooling, would shrink more than its surroundings, with a linear expansion mismatch $\Delta\alpha=1.4\times10^{-5}$ K$^{-1}$. The missing volume fraction $3\Delta\alpha\,(573-378)$ K acts like lost atoms, so with the same effective modulus the estimated tension is $3B\Delta\alpha\,(573-378)$ K $=229$ MPa, and Eq.~(\ref{offset}) gives 4.0 years and $n=0.40$: about 75 nm of the void comes from released thermal tension and 25 nm from drift. These values assume constant $D$; here $\Omega\sigma/kT=0.52$, and with $D$ multiplied by $e^{\Omega\sigma/kT}$ they shift to about 3.1 years and $n=0.43$. At fixed temperature and with negligible Joule heating, an inverse-linear extrapolation in current is justified when drift supplies nearly all the void volume, before the anode is felt, throughout the current range; an inverse-square one is justified when nucleation dominates the lifetime in a long line throughout that range. A measured exponent near 1 does not by itself prove drift: with initial tension, nucleation raises the exponent while released tension lowers it, and the two can offset each other. A change of temperature needs separate corrections for diffusivity and thermal stress. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Test temperature: 573 K
Current density j: 2 MA/cm2
Resistivity: 4 uohm cm
Effective charge number: 1
Atomic volume: 0.0118 nm3
Effective modulus B: 28 GPa
Atomic diffusivity D: 1e-12 cm2/s
Line length: 400 um
Fatal void length: 100 nm
Stress diffusivity kappa: 0.004176 um2/s
Wind gradient G: 10.86 MPa/um
Drift speed: 5.833 nm/h
Existing-void growth time: 17.14 h
PDE nucleation exponent, 1 to 4 MA/cm2: 2
PDE existing-void exponent, 1 to 4 MA/cm2: 1
Critical stress 50 MPa: t_n = 1.107 h, lambda = 15.49
  lifetime = 17.27 h, exponent = 1.0106
  simple sum t_n + l_c/v_d = 18.25 h
  crossover j at lambda=1 = 0.1291 MA/cm2
  l_c/diffusion length = 0.00621
Critical stress 500 MPa: t_n = 110.7 h, lambda = 0.1549
  lifetime = 112.3 h, exponent = 1.9714
  simple sum t_n + l_c/v_d = 127.8 h
  crossover j at lambda=1 = 12.91 MA/cm2
  l_c/diffusion length = 0.00243
lambda = 0.01: F = 1.0001, n = 1.9999
lambda = 0.1: F = 1.0061, n = 1.9878
lambda = 1: F = 1.4709, n = 1.4813
lambda = 10: F = 10.137, n = 1.0206
lambda = 100: F = 100.04, n = 1.0006
Long-line stress ceiling GL/2: 2172 MPa
Short-line length, weak case: 11.51 um
Short-line stress ceiling: 62.5 MPa
Short/long nucleation time ratio: 1.128
Short-line nucleation exponent: 2.869
Short-line saturated void length: 25.69 nm
Stress-dependent/constant D time ratio, strong: 0.8916
Stress-dependent D nucleation exponent: 2
Capillary tension estimate: 30 MPa
Existing-void growth time with capillarity: 20.81 h
Growth exponent with capillarity: 1.097
Joule heating, no-spreading estimate: 5.333 K
Added exponent from that heating: 0.3207
Activation energy: 0.9 eV
Use temperature: 378 K
Existing-void growth time at use, no tension: 15.64 years
Thermal tension at use: 229.3 MPa
Growth time at use with thermal tension: 3.962 years
Growth exponent at use with thermal tension: 0.4042
\end{verbatim}
